# Electron Concentration from Net Doping without Cancellation

## A case done by hand

Let a p-type region have a net acceptor concentration one thousand times the intrinsic concentration $n_i$. With concentrations in units of $n_i$, the electron concentration $n$ and the hole concentration $p$ obey $n-p=-1000$ and $np=1$. Substituting $p=1/n$ and multiplying by $n$ gives

$$n^2+1000\,n-1=0,\qquad n=\frac{-1000+\sqrt{1000^2+4}}{2}.$$

Since $n$ is small, $n^2$ is negligible beside $1000\,n$, and $n\approx 0.001$.

Now evaluate the formula with six significant decimal digits. The number under the root, $1\,000\,004$, has seven digits and is stored as $1.00000\times10^6$. Its root is $1000.00$, and the result is $n=0$. The lost 4 carried all the information about the electrons.

The same six digits suffice if the hole concentration is computed first: $p=(1000+1000.00)/2=1000.00$, then $n=1/p=0.00100000$. The quadratic equation is the same, but a sum and a reciprocal have replaced the subtraction of nearly equal numbers.

## The model and its two roots

Let $N_D$ and $N_A$ be the concentrations of electrically active donors and acceptors, all ionized, and let $N=N_D-N_A$. Assume local charge neutrality, thermal equilibrium and nondegenerate carriers, with $n_i>0$. Then

$$n-p=N,\qquad np=n_i^2. \tag{1}$$

Inserting $p=n_i^2/n$ and multiplying by $n$ gives $n^2-Nn-n_i^2=0$. Its roots have the product $-n_i^2$, so one is positive and one negative. With

$$s=\sqrt{N^2+4n_i^2}$$

the positive root is

$$n=\frac{N+s}{2}. \tag{2}$$

From $p=n-N$ it follows that $p=(s-N)/2$; the negative root is therefore $-p$. Adding the two concentrations gives $n+p=s$.

To remove the subtraction for $N<0$, multiply numerator and denominator of (2) by $s-N$, which is positive. Because $(s+N)(s-N)=s^2-N^2=4n_i^2$,

$$n=\frac{2n_i^2}{s-N}=\frac{n_i^2}{p}. \tag{3}$$

Form (2) adds two nonnegative numbers when $N\ge0$, and form (3) does so in its denominator when $N\le0$. Each cancels on the other side. Form (3) alone is no remedy: in strongly n-type material the computed $s-N$ becomes zero, and the formula divides by it. The sign of $N$ must select the form. At $N=0$ both give $n=n_i$, so the switch introduces no jump.

## Is the problem itself sensitive?

Before blaming a formula, one should ask how much $n$ changes when the data change. Differentiating (2) with respect to $N$, and using $\partial s/\partial N=N/s$,

$$\frac{\partial n}{\partial N}=\frac12\left(1+\frac Ns\right)=\frac{s+N}{2s}=\frac ns,
\qquad \frac{\partial\ln n}{\partial\ln N}=\frac Ns. \tag{4}$$

For $N<0$ the logarithmic derivative is understood as $(N/n)\,\partial n/\partial N$. Likewise $\partial s/\partial n_i=4n_i/s$, so

$$\frac{\partial \ln n}{\partial\ln n_i}=\frac{n_i}{n}\,\frac{2n_i}{s}=\frac{2p}{s}. \tag{5}$$

The last step uses $n_i^2/n=p$. Since $|N|\le s$ and $p\le s$, these factors are at most 1 and 2 in size. A small relative error in $N$ or $n_i$ therefore causes a comparably small relative error in $n$, even in strongly p-type material. The total loss in the opening case belongs to the formula, not to the problem.

The data may nevertheless be poor for another reason. If $N_D$ and $N_A$ each carry a relative error up to $\varepsilon$, then $N$ carries an absolute error up to $\varepsilon(N_D+N_A)$, and by (4)

$$\left|\frac{\delta n}{n}\right|\le \varepsilon\,\frac{N_D+N_A}{s}$$

to first order. Near compensation $s$ falls to $2n_i$ while $N_D+N_A$ may be large. No choice of root can cure this, because the information was lost before the root was taken. In single precision, neighbouring numbers at $10^{20}\ \mathrm{cm^{-3}}$ are $8.8\times10^{12}\ \mathrm{cm^{-3}}$ apart. For silicon at 25 °C, changing $N_A$ by one such step from perfect compensation moves $n/n_i$ from 1 to $1.0\times10^{-3}$.

## The algorithm

It is best to divide by $n_i$ before squaring. The largest single-precision number is such that $N^2$ overflows for $|N|$ above $1.84\times10^{19}\ \mathrm{cm^{-3}}$, well within the range of implanted layers. Then $s$ becomes infinite: unscaled form (2) returns infinity, and unscaled form (3) returns zero. Scaling moves the overflow limit to $|N|/n_i=1.84\times10^{19}$; in silicon doped to $10^{20}\ \mathrm{cm^{-3}}$ this is reached only below about 160 K, where double precision should be used. The scaled procedure is:

1. Form $r=|N|/n_i$.
2. Form $\sigma=\sqrt{r^2+4}$ and $y=(r+\sigma)/2$.
3. If $N\ge0$, set $n/n_i=y$; otherwise set $n/n_i=1/y$.
4. Multiply by $n_i$ if $n$ itself is needed.

Here $\sigma=s/n_i$, and $y$ is the majority-carrier concentration divided by $n_i$. The minority concentration is its reciprocal by mass action. If both carriers are needed, both should be taken from $y$; a subtraction $p=n-N$ on the n-type side would bring the cancellation back.

## Rounding error of the switched form

Assume binary arithmetic with rounding to nearest. Each operation, including the square root, returns its true result times $1+\delta$ with $|\delta|\le u$. The unit roundoff is $u=5.96\times10^{-8}$ in single precision and $u=1.11\times10^{-16}$ in double. Overflow and underflow are excluded, and terms of order $u^2$ are dropped. Errors are relative to the exact solution for the stored $N$ and $n_i$.

- The quotient $r$ has an error of at most $u$.
- Squaring doubles this and adds one rounding: $3u$.
- The 4 is exact. In the sum, the error of $r^2$ has the weight $r^2/(r^2+4)\le1$; with the new rounding the error is at most $4u$.
- The square root halves this to $2u$ and adds one rounding: $\sigma$ has an error of at most $3u$.
- In $r+\sigma$ both terms are nonnegative, so the inherited relative error is a weighted average of at most $u$ and at most $3u$. It cannot exceed $3u$. One rounding makes $4u$, and halving is exact.

Thus $y$ is accurate to $4u$, its reciprocal to $5u$, and $n$ after the final multiplication to $6u$. The fifth item is where the choice of root matters: for a difference, the weights would not lie between 0 and 1.

These bounds were tested on 2000 random inputs in each precision, of both signs, with $r$ from $10^{-3}$ to $10^{12}$. The reference was a 50-digit solution of the neutrality condition. The largest errors found were $2.4u$ in $n/n_i$ and $2.9u$ in $n$. They lie below the bounds, which assume that all roundings conspire.

## Rounding error of the single root

For $N<0$, form (2) in scaled variables reads $n/n_i=(\sigma-r)/2$. Treat the stored $r$ as exact for the moment. The square and the sum then contribute at most $2u$ to $r^2+4$, the square root halves this, and its own rounding adds $u$. The computed $\sigma$ is therefore wrong by at most $2u\sigma$.

For $r\ge2$ we have $r<\sigma\le\sqrt2\,r$, so the two numbers differ by less than a factor of two. Their difference is a multiple of the spacing at the smaller number and no larger than that number; it can be stored without rounding. The subtraction commits no error of its own. It exposes the error already present, whose size after halving is at most $u\sigma$.

The wanted result is small:

$$\frac{\sigma-r}{2}=\frac{\sigma^2-r^2}{2(\sigma+r)}=\frac{2}{\sigma+r}.$$

Dividing the absolute error by it gives

$$\left|\frac{\delta n}{n}\right|\le u\,\frac{\sigma(\sigma+r)}{2}\approx u\,(r^2+3)\qquad(r\gg1). \tag{6}$$

The approximation uses $\sigma^2=r^2+4$ and $\sigma r\approx r^2+2$. The rounding of $r$ itself adds at most another $u$, by (4). For large $r$ the bound is therefore $u r^2$. On 2000 strongly p-type inputs per precision, with $r$ from 100 to $0.1/\sqrt u$, the largest error divided by $u r^2$ was 0.64 in single and 0.70 in double precision. In these samples the largest errors thus reach about two thirds of the bound; a dense scan of single-precision values of $r$ between 128 and 1024 reaches 0.74 of it. An individual error may be much smaller.

Equation (6) also says when the single root is good enough. A relative tolerance $\tau$ is guaranteed roughly for $r<\sqrt{\tau/u}$. With $\tau=10^{-3}$ in single precision this means $r$ below about 130.

### When the result becomes zero

Two thresholds mark the end of all accuracy. If $2^e\le x<2^{e+1}$, the stored numbers near $x$ are $2u\,2^e$ apart, so half a spacing is $u\,2^e$. Suppose $r^2\ge 8/u$. As $8/u$ is a power of two, the stored square $x$ also satisfies $x\ge8/u$, and half a spacing there is at least 8. Adding 4 then returns $x$ unchanged.

It remains to show that the root of $x$ rounds back to $r$. Let $2^k\le r<2^{k+1}$, so that half a spacing at $r$ is $u2^k$. The error of the root is

$$|\sqrt x-r|=\frac{|x-r^2|}{\sqrt x+r}.$$

If $r^2<2^{2k+1}$, the numerator is at most $u2^{2k}$ and the denominator at least $2\cdot2^k$; the error is at most $u2^k/2$. Otherwise the numerator is at most $u2^{2k+1}$ and the denominator at least $2\cdot2^{k+1/2}$; the error is at most $u2^k/\sqrt2$. Both are less than half a spacing, so the root is stored as $r$ and the difference is zero. Zeros are thus certain for

$$r\ge\sqrt{8/u},$$

which is $1.16\times10^4$ in single and $2.68\times10^8$ in double precision.

They can begin earlier. The true gap is $\sigma-r\approx2/r$, and half a spacing at $r$ is at most $ur$. Ignoring the rounding of the square, a zero requires $2/r\lesssim ur$, or $r\gtrsim\sqrt{2/u}$: about $5.8\times10^3$ and $1.34\times10^8$. In a test with 20 000 values per precision, none between 0.5 and 0.999 times this threshold gave zero. Of 20 000 values above the upper threshold, all did. Between the two thresholds the outcome depends on the individual digits. In single precision the estimate gives the right onset only together with the rounding it ignores: for $4096\le r<8192$ half a spacing is $4096\,u$ rather than $ur$, and with an unrounded square the first zero would appear at $r=8192$. From $r^2=2^{25}$ on, however, the stored squares are 4 apart, and a square rounded down loses up to half of the added 4. Among the single-precision numbers from 2048 upwards the first zero occurs at $r=5792.6$ and the last nonzero result at $r=11585.2$.

## A hyperbolic alternative

The substitution $n=n_i e^t$, $p=n_i e^{-t}$ satisfies mass action identically and turns neutrality into $2\sinh t=N/n_i$. Hence

$$n=n_i\exp\left[\operatorname{arsinh}\frac{N}{2n_i}\right]. \tag{7}$$

This needs no branch if the library function is accurate for negative arguments. Its weakness is mild. A relative error of order $u$ in $t$ is an absolute error of order $u|t|$, and the exponential converts an absolute error of its argument into a relative error of its result. In strongly p-type material $|t|\approx\ln r$, so the error grows as $u\ln r$. For $r$ near $10^{10}$, $|t|$ lies between 16 and 32, where rounding $t$ alone costs up to $16u$. The largest error found in double precision was $16.2u$. Form (7) is thus usable, though less accurate there than the switched root.

## A boron-doped layer in silicon

Consider a p+ layer with the profile

$$N(x)=N_D-N_0\,e^{-x^2/2w^2},$$

where $N_0=10^{20}\ \mathrm{cm^{-3}}$ is the peak of active boron at the surface, $w=30$ nm, and $N_D=10^{17}\ \mathrm{cm^{-3}}$. These are rough typical values. The intrinsic concentration is calculated from density-of-states masses of $1.1\,m_0$ for both bands and a rough temperature-dependent gap. At the peak, $N=-9.99\times10^{19}\ \mathrm{cm^{-3}}$. The profile is held fixed while the temperature changes.

At 1000 °C, $n_i=7.63\times10^{18}\ \mathrm{cm^{-3}}$ and $r=13.1$. Therefore

$$y=\frac{13.1+\sqrt{13.1^2+4}}{2}\approx13.2,\qquad n=\frac{n_i}{y}\approx5.8\times10^{17}\ \mathrm{cm^{-3}}.$$

At the two lower temperatures $r$ is so large that $y\approx r$ and $n\approx n_i/r$. At 600 °C this is $2.955\times10^{17}/338\approx8.7\times10^{14}\ \mathrm{cm^{-3}}$. At 25 °C it is $8.90\times10^9/(1.122\times10^{10})=0.79\ \mathrm{cm^{-3}}$. Less than one electron per cubic centimetre is meaningful as an equilibrium average: it fixes the position of the Fermi level, not a count of particles in the layer.

The single root has these relative errors at the peak:

| $T$ (°C) | $r$ | double | single |
|---|---|---|---|
| 1000 | $13.1$ | $1.3\times10^{-15}$ | $1.2\times10^{-6}$ |
| 600 | $338$ | $2.4\times10^{-14}$ | $6.1\times10^{-4}$ |
| 25 | $1.12\times10^{10}$ | 1 | 1 |

An error of 1 means that the computed $n$ is zero. The other entries depend on the last digits of the input. The double-precision entry at 600 °C is unusually small: when $n_i$ is varied within ±0.1 %, the median error there is $2.5\times10^{-12}$ and the largest $6.5\times10^{-12}$, against $ur^2=1.3\times10^{-11}$. The switched form stays below $2\times10^{-16}$ in double and $5\times10^{-8}$ in single precision in all three cases.

The table shows where the cancellation matters. At the anneal temperature $n_i$ is large, and in double precision the loss is harmless. At 25 °C, where a temperature ramp starts and where the finished layer is evaluated electrically, $r$ exceeds the upper threshold for double precision and the loss is total.

## What the error does downstream

A diffusivity of the form $D=D_0+D_-(n/n_i)$, with $D_-$ the coefficient for a singly negative point defect, responds to the absolute error of $n/n_i$. As long as the computed $n$ is not zero, that error is at most $u\sigma\approx ur$; once it is zero, the error is the true value $n/n_i\approx1/r$. Since zeros are certain for $r\ge\sqrt{8/u}$, the error on the p-type side never exceeds about $\sqrt{8u}$, which is $7\times10^{-4}$ in single precision. At 600 °C in single precision its largest value found in the outer 60 nm is $9.5\times10^{-6}$. Unless $D_-$ is larger than $D_0$ by orders of magnitude, even a zero produced by the cancellation is hardly noticed in $D$, because such zeros occur only where $n/n_i$ is already tiny.

Quantities that contain the relative error behave differently. The quotient $p=n_i^2/n$ inherits it in full, and divides by zero when $n$ has vanished. So does the built-in field. In equilibrium with uniform $n_i$, $n=n_i\exp(\psi/V_T)$, where $\psi$ is the electrostatic potential and $V_T=k_BT/q$. The field is

$$E=-\frac{d\psi}{dx}=-V_T\frac{d\ln n}{dx}=-\frac{V_T}{s}\frac{dN}{dx}, \tag{8}$$

where the last step uses (4). A simulation that differentiates $\ln n$ on a mesh of spacing $h$ divides the difference of two rounding errors by $h$. As long as $ur^2\ll1$, the error of $E$ with the single root is thus bounded by about $2V_Tur^2/h$, and a finer mesh raises this bound. Where the computed $n$ is zero, its logarithm diverges and no such bound exists.

For the layer at 600 °C in single precision, $ur^2=5.96\times10^{-8}\times338^2\approx7\times10^{-3}$ near the peak. The true change of $\ln n$ over one cell is about $hx/w^2$, since $|N|$ is nearly Gaussian there. With $h=0.5$ nm and $x=10.25$ nm it is $0.5\times10.25/900\approx6\times10^{-3}$. The difference of two errors is bounded by twice $ur^2$. Even half of that bound is comparable with the signal.

The computed fields show this noise. At 10.25 nm, (8) gives $-8.58$ kV/cm. The switched form reproduces this value; the single root gives $-7.32$ kV/cm. Over the first 60 nm the worst errors are 0.0003 and 6.5 kV/cm, respectively. In 9 of the 120 cells the single root yields a field that is zero or has the wrong sign; all nine lie within 7 nm of the surface, where the true field is weak. These figures are one realisation of the rounding noise: changing $n_i$ within $\pm10^{-4}$ moves the worst single-root error between 5.4 and 9.6 kV/cm and the number of such cells between 8 and 10, the deepest lying at 6 to 11 nm. The logarithm was taken in double precision; taken in single precision, it raises the worst error of the switched form to 0.0008 kV/cm. The correct negative field points towards the surface and therefore drives the negatively charged acceptors inwards.

## Accuracy of the solution and accuracy of the model

An error of a few $u$ refers to the solution of (1), not to a real layer. Boron at $10^{20}\ \mathrm{cm^{-3}}$ is roughly as much as silicon can hold in active form near 1000 °C. At 600 °C the equilibrium limit is lower, so full activation there describes a metastable layer. If half the boron is inactive at 1000 °C, $n$ at the peak rises by a factor of 1.97. An increase of $n_i$ by 20 % raises it by a factor of 1.44, close to the square expected from (5).

The assumption of nondegenerate holes also fails at the peak, slightly at 1000 °C and strongly at 25 °C. Let $p=N_v\mathcal F(\eta)$, where $N_v$ is the valence-band density of states, $\mathcal F$ the normalized Fermi–Dirac integral of order one half, and $\eta$ the distance of the Fermi level below the band edge in units of $k_BT$. Boltzmann statistics would replace $\mathcal F(\eta)$ by $e^\eta$, so the mass-action product is multiplied by $\mathcal F(\eta)e^{-\eta}$. With $p$ fixed by the doping, $n$ is multiplied by the same factor: 0.87 at 1000 °C and 0.31 at 25 °C. A narrowing of the gap by $\Delta E_g$ acts in the opposite direction, through $\exp(\Delta E_g/k_BT)$. For a rough 0.1 eV this is 2.5 at 1000 °C and 49 at 25 °C. Together the two effects raise $n$ by factors of about 2 and 15. In strongly p-type material, where $p\approx|N|$ fixes the degeneracy factor in advance, they can be absorbed in an effective $n_i$, after which the same algorithm applies; if that $n_i$ varies in space, (8) needs an additional term.

Complete ionization is assumed as well. It is reasonable at the peak, because boron at this concentration lies well above the metal–insulator transition and no longer has isolated levels that bind holes.

The last assumption examined here is local neutrality. With $\varphi=\psi/V_T$, Poisson's equation for permittivity $\epsilon$ reads

$$\lambda^2\varphi''=\sinh\varphi-\frac{N}{2n_i},\qquad \lambda^2=\frac{\epsilon V_T}{2qn_i}.$$

The neutral solution $\varphi_0$ makes the right side zero. Setting $\varphi=\varphi_0+\delta$ and keeping first order in $\delta$ on the right, and $\varphi_0''$ alone on the left, gives $\delta\approx\lambda^2\varphi_0''/\cosh\varphi_0$. This is the relative change of $n$. It is small where the profile varies slowly over the screening length.

At 1000 °C, $\lambda=2.2$ nm, and a numerical solution of Poisson's equation without surface charge changes $n$ by at most 0.7 % anywhere in the first 200 nm. The first-order estimate agrees with that solution to within 20 % of the largest shift. At 600 °C, $\lambda=9.1$ nm and the largest change is already 19 %; the fields quoted above are those of the neutral model with Boltzmann statistics. Fermi–Dirac statistics for the holes would strengthen the 600 °C field at 10.25 nm by about 23 %.

At 25 °C, $\lambda$ is about 30 µm, a thousand times the profile width, and neutrality fails around the junction. At the peak it still holds, because the holes screen: there $\cosh\varphi_0\approx r/2$, and the effective length $\lambda\sqrt{2/r}$ is about 0.4 nm, or 0.6 nm with Fermi–Dirac statistics. Apart from the corrections for degeneracy and gap narrowing, the room-temperature value of $n$ therefore holds at the peak. In the depleted region Poisson's equation must replace the neutrality condition in (1), and a better root of the quadratic does not help.

The numerical output lists the remaining values for the three temperatures; there the single root (2) is labelled "textbook".

## Values computed for the example and the checks

```
single: u = 5.960e-08
 switched, max error: n/ni 2.43 u, n 2.88 u
 textbook, p-type: max error/(u r^2) = 0.64
 zeros from r about 5.793e+03, certain above 1.159e+04
double: u = 1.110e-16
 switched, max error: n/ni 2.31 u, n 2.85 u
 textbook, p-type: max error/(u r^2) = 0.70
 zeros from r about 1.342e+08, certain above 2.684e+08
exp(asinh) form, double, r near 1e10: max error 16.2 u
peak acceptors 1.0e+20, donors 1.0e+17 cm^-3
spread 30 nm; both DOS masses 1.1 m0; eps_r 11.7
net doping at peak -9.990e+19 cm^-3
25 C: ni = 8.902e+09 cm^-3, r = 1.122e+10
 n switched 7.9330e-01, textbook 0.0000e+00 cm^-3
 double rel. error: switched 5.6e-17, textbook 1.0e+00
 single rel. error: switched 2.7e-08, textbook 1.0e+00
600 C: ni = 2.955e+17 cm^-3, r = 3.380e+02
 n switched 8.7434e+14, textbook 8.7434e+14 cm^-3
 double rel. error: switched 1.2e-16, textbook 2.4e-14
 single rel. error: switched 4.1e-08, textbook 6.1e-04
1000 C: ni = 7.628e+18 cm^-3, r = 1.310e+01
 n switched 5.7910e+17, textbook 5.7910e+17 cm^-3
 double rel. error: switched 4.0e-18, textbook 1.3e-15
 single rel. error: switched 4.5e-08, textbook 1.2e-06
single: N^2 overflows for |N| above 1.84e+19 cm^-3
single spacing at 1e20: 8.80e+12 cm^-3
 one such step at 25 C moves n/ni from 1 to 1.01e-03
600 C field, single, 0.5 nm mesh, 0 to 60 nm, kV/cm:
 at 10.25 nm: analytic -8.578, switched -8.578, textbook -7.323
 worst error: switched 0.0003, textbook 6.51
 textbook zero or wrong sign in 9 of 120 cells
 textbook worst absolute error of n/ni: 9.5e-06
factors on n at the peak (gap narrowing 0.1 eV, rough):
 25 C: Fermi-Dirac 0.308, gap 49.02, both 15.11
 600 C: Fermi-Dirac 0.784, gap 3.78, both 2.96
 1000 C: Fermi-Dirac 0.870, gap 2.49, both 2.17
departure from local neutrality:
 600 C: largest change of n 18.86 %
 1000 C: largest change of n 0.66 %
 25 C: intrinsic screening length 3.05e+04 nm
 600 C: intrinsic screening length 9.07 nm
 1000 C: intrinsic screening length 2.16 nm
1000 C: ni up 20 % multiplies n by 1.436
1000 C: half the boron inactive: n times 1.969
```
